\section*{Nottingham heating and its inversion for field-emitted electrons, part 2}

Electrons tunnel out of a metal along $+z$ from its plane surface at $z=0$, under a strong applied field. At what temperature $T$ does the heat that emission leaves in the metal change sign? An exponential transmission gives a simple law, to be tested here on an actual barrier.

The metal has free electrons of mass $m$ and its band bottom at $-E_b$. The total energy $E$ and the normal energy $W$, which excludes motion parallel to the surface, are measured from the Fermi level. The occupation is $f(E)=1/(1+\mathrm e^{E/kT})$, with $k$ Boltzmann's constant. The elementary charge $e$ is positive, and $\epsilon_0$ is the vacuum permittivity. A bar denotes an average over the emitted current. Energies are in eV, lengths in nm and fields in V/nm. The work function and $E_b$ are held fixed when $T$ varies.

The transmission probability $D(W)$ defines the decay energy $d$:
\begin{equation}
\frac1d=\left.\frac{d\ln D}{dW}\right|_{W=0},\qquad D_F=D(0).
\end{equation}
The emitted current density is
\begin{equation}
J=\int_{-E_b}^{\infty}j(E)\,dE,\qquad
j(E)=A_0 f(E)\int_{-E_b}^{E}D(W)\,dW ,
\end{equation}
with $A_0=me/(2\pi^2\hbar^3)$. The band is many $d$ deep, so both lower limits may be taken as $-\infty$.

The law assumes $D(W)=D_F\,\mathrm e^{W/d}$. Its moments follow from $I(s)=\int\mathrm e^{sE}f\,dE$, which is
\begin{equation}
I(s)=\frac{\pi kT}{\sin(\pi kTs)} .
\end{equation}
The first two derivatives of $\ln I(s)$ at $s=1/d$ are the mean energy and the variance:
\begin{equation}
\boxed{\;\bar E=-\pi kT\cot\frac{\pi kT}{d},\qquad 0<kT<d,\;}
\end{equation}
\begin{equation}
S^2=\overline{E^2}-\bar E^2=\frac{(\pi kT)^2}{\sin^2(\pi kT/d)} .
\end{equation}
The current density is
\begin{equation}
J=A_0D_Fd\,\frac{\pi kT}{\sin(\pi kT/d)} .
\end{equation}
The mean vanishes at the inversion temperature $T^*$, where
\begin{equation}
kT^*=\frac d2 .
\end{equation}

Each emitted electron is replaced by one bringing in a mean energy $\varepsilon_r$. The heat left per electron is
\begin{equation}
\eta=\varepsilon_r-\bar E ,
\end{equation}
and the Nottingham heat flux is $q=J\eta/e$. With $\varepsilon_r=0$, the law gives heating below $T^*$ and cooling above it.

\subsection{The barrier and its WKB slope}

Let $\phi$ be the work function and $F$ the force of the applied field on an electron, in eV/nm and numerically equal to the field in V/nm. An electron at distance $z$ is attracted by its image at $-z$ with force $e^2/[4\pi\epsilon_0(2z)^2]$. Integrating from $z$ to infinity gives the energy $-Q/z$ with $Q=e^2/(16\pi\epsilon_0)$. Outside the metal the potential energy is
\begin{equation}
U(z)=\phi-\frac Qz-Fz .
\end{equation}
Close to the surface it is cut off where it reaches $-E_b$. Its maximum is at $z=\sqrt{Q/F}$, with height $\phi-2\sqrt{QF}$.

The WKB estimate is $D\simeq\mathrm e^{-G}$, where
\begin{equation}
G=2\int_{z_1}^{z_2}\kappa\,dz,\qquad \kappa=\frac{\sqrt{2m(U-W)}}{\hbar},
\end{equation}
and $z_1,z_2$ are the turning points. They move with $W$, but $\kappa$ vanishes there, so the moving limits contribute nothing to the derivative:
\begin{equation}
\frac1{d_0}\equiv-\frac{dG}{dW}=\frac{\sqrt{2m}}{\hbar}\int_{z_1}^{z_2}\frac{dz}{\sqrt{U-W}}=\frac{2\tau}{\hbar},
\quad \tau=\int_{z_1}^{z_2}\frac{dz}{\sqrt{2(U-W)/m}} .
\end{equation}
Here $\tau$ is the time a classical particle would need to cross the inverted barrier. At a given height and shape, a thinner barrier has a shorter $\tau$ and a larger decay energy.

At $W=0$ the turning points solve $Fz^2-\phi z+Q=0$, so $U=F(z-z_1)(z_2-z)/z$. Put $z=z_c+r\sin\theta$ with $z_c=\phi/2F$ and $r^2=z_c^2-Q/F$. Then $(z-z_1)(z_2-z)=r^2\cos^2\theta$ and $dz=r\cos\theta\,d\theta$. The factors $r\cos\theta$ cancel:
\begin{equation}
\frac1{d_0}=\frac1\hbar\sqrt{\frac{2m}{F}}\int_{-\pi/2}^{\pi/2}\sqrt{z_c+r\sin\theta}\;d\theta .
\end{equation}
Without the image term, $r=z_c$ and $1+\sin\theta=2\cos^2(\pi/4-\theta/2)$. The integral becomes $2\sqrt{2z_c}=2\sqrt{\phi/F}$, and $1/d_0=2\sqrt{2m\phi}/(\hbar F)$. This is the direct result for a triangular barrier. In that limit $d_0$ is proportional to the field.

\subsection{What WKB leaves out}

The true transmission is $D=P\,\mathrm e^{-G}$ with a slowly varying prefactor $P(W)$. Hence
\begin{equation}
\frac1d=\frac1{d_0}+\frac{d\ln P}{dW}.
\end{equation}
To obtain $P$ at low field, ignore $Fz$ near the surface. Let $b=\phi-W$, $\kappa_0=\sqrt{2mb}/\hbar$, $y=2\kappa_0z$ and $\nu=mQ/(\hbar^2\kappa_0)$. The wave equation becomes
\begin{equation}
\frac{d^2\psi}{dy^2}=\left(\frac14-\frac\nu y\right)\psi .
\end{equation}
Its decaying solution is the Whittaker function $w(y)=W_{\nu,1/2}(y)$, which tends to $y^\nu\mathrm e^{-y/2}$ at large $y$.

Deep in the barrier this must match $\psi=a\,\kappa^{-1/2}\exp(-\int_{z_1}^z\kappa\,dz')$. Here $z_1=Q/b$, and
\begin{equation}
2\int_{z_1}^z\!\kappa\,dz'=2\kappa_0\!\left[\sqrt{z(z-z_1)}-z_1\ln\frac{\sqrt z+\sqrt{z-z_1}}{\sqrt{z_1}}\right]
\to y-2\nu-2\nu\ln\frac y\nu ,
\end{equation}
using $\kappa_0z_1=2\nu$. Thus $a^2=\kappa_0\,y^{2\nu}\mathrm e^{-y}\,\mathrm e^{y-2\nu}(y/\nu)^{-2\nu}=\kappa_0(\nu/\mathrm e)^{2\nu}$. By the WKB connection at the outer turning point, the outgoing flux is $(\hbar/m)a^2\mathrm e^{-G}$.

In the metal, with $k_m=\sqrt{2m(E_b+W)}/\hbar$, the incident amplitude is $(\psi+\psi'/ik_m)/2$ and carries flux $(\hbar k_m/4m)(\psi^2+\psi'^2/k_m^2)$. The ratio of fluxes gives
\begin{equation}
P=\frac{4\kappa_0(\nu/\mathrm e)^{2\nu}}{k_m\left[w^2+(2\kappa_0w'/k_m)^2\right]} ,
\end{equation}
where $w$ and $w'=dw/dy$ are taken at the cut-off, $z=Q/(\phi+E_b)$.

\subsection{The worked barrier}

Take $\phi=4.9$ eV, a rough value suggested by rhenium, an assumed $E_b=10$ eV, and $F=5$ eV/nm. The barrier top is 2.217 eV above the Fermi level. WKB gives $G=9.452$, $\tau=1.57$ fs and $d_0=0.2100$ eV.

The wave equation was also solved by dividing the barrier into thin slabs of constant potential and carrying an outgoing wave back into the metal. The ratio of outgoing to incident flux is $D$. For a triangular barrier at the same field, with $W=-1,0,1$ eV, this procedure agrees with the exact Airy-function transmission within a relative $10^{-3}$. For the full barrier it gives $D_F=7.15\times10^{-5}$ and $d=0.2205$ eV, which is 5\% above WKB. The difference of slopes is
\begin{equation}
\frac1{0.2205}-\frac1{0.2100}\simeq-0.23\ \text{eV}^{-1}.
\end{equation}
The low-field formula for $P$ gives $-0.188$ eV$^{-1}$, against $-0.194$ from the wave equation at 1 V/nm and $-0.228$ at 5 V/nm. The surface prefactor accounts for most of the difference at the working field. The rest lies in the finite-field terms dropped from its derivation.

With the wave value of $d$,
\begin{equation}
T^*=\frac{d}{2k}=1280\ \text{K}.
\end{equation}
Using the complete energy dependence of the wave transmission instead of an exponential gives 1253 K. Halving the slab width from 0.002 to 0.001 nm and the energy spacing from 0.01 to 0.005 eV, while moving the outer end from 6 to 7 nm, changes this by 0.005 K. Replacing the assumed band depth of 10 eV by 7 or 13 eV changes it by less than 3 K. A full WKB calculation gives 1198 K, 4\% below the wave result. It uses $D=1/(1+\mathrm e^{G})$, with $G$ continued to negative values above the barrier top, so that the transmission stays below one.

The excess of the wave result over WKB depends on the sharp cut-off of the image term at the surface. A smoother model replaces $-Q/z$ by $-Q(1-\mathrm e^{-\lambda z})/z$ outside and joins it to the band bottom inside by an exponential whose value and slope match at $z=0$. For $\lambda$ between 18 and 26 nm$^{-1}$ the wave equation then gives $d$ between 0.204 and 0.211 eV, close to the WKB value, and an inversion 50 to 91 K lower. A Fermi-function join, matched in the same way, gives 51 to 93 K. The wave values quoted here are therefore accurate for the stated barrier, but not to that precision for a real surface.

\subsection{Curvature of the logarithm}

The next approximation is $\ln D=\ln D_F+W/d-cW^2/2$. To first order in $c$, the inner integral of $j(E)$ needs
\begin{equation}
\int_{-\infty}^E W^2\mathrm e^{W/d}dW=d\,\mathrm e^{E/d}(E^2-2dE+2d^2),
\end{equation}
as differentiation of the right side confirms. The distribution is multiplied by $1-\tfrac c2(E^2-2dE+2d^2)$. After normalization the constant drops out, and the mean shifts by
\begin{equation}
\delta\bar E=-\frac c2\left[\overline{E^3}-\bar E\,\overline{E^2}-2dS^2\right].
\end{equation}
The first two terms equal $K_3+2\bar ES^2$, where $K_3$ is the third central moment. It is the third derivative of $\ln I(s)$, hence the derivative of $(\pi kT)^2/\sin^2(\pi kTs)$. This gives $K_3=-2S^2\pi kT\cot(\pi kT/d)=2\bar ES^2$. Therefore
\begin{equation}
\delta\bar E=cS^2(d-2\bar E).
\end{equation}
At inversion $\bar E=0$ and $S=\pi d/2$, so $\delta\bar E=\pi^2cd^3/4$. With $u=\pi kT/d$, the law has slope
\begin{equation}
\frac{d\bar E}{d(kT)}=\pi\,\frac{2u-\sin2u}{2\sin^2u}\;\to\;\frac{\pi^2}{2}
\qquad(u=\pi/2).
\end{equation}
The zero must move by minus the shift divided by the slope:
\begin{equation}
kT^*=\frac d2\,(1-cd^2).
\end{equation}
The wave transmission has $c=0.480$ eV$^{-2}$, so $cd^2=0.0233$ and the corrected temperature is $1279.5(1-0.0233)=1250$ K. This lies within 0.3\% of the full wave result. At 1 V/nm, with WKB transmission used throughout, the predicted shift is $-1.07$ K and the calculated one $-1.04$ K.

The same formula explains the errors of the mean away from inversion. At 300 K the wave calculation gives $-0.197$ eV against $-0.2105$ eV from the law, a difference of $+0.013$ eV. The formula gives $+0.016$ eV. At 1500 K, $2\bar E=0.225$ eV nearly equals $d$, and the first-order shift almost cancels. The calculated means are 0.111 and 0.113 eV.

The barrier top matters little here. At inversion the upper tail falls as $\mathrm e^{-E/d}$, which is $\mathrm e^{-10}$ at 2.217 eV. The main error is the curvature term $cd^2$. For a triangular barrier $1/d_0$ is proportional to $\sqrt{\phi-W}$, so $c=1/(2\phi d)$ and $cd^2=d/(2\phi)$. Stronger fields increase $d$, so the law becomes less accurate. It exceeds the wave result by 1.2\% at 3 V/nm, 2.1\% at 5 V/nm and 2.8\% at 7 V/nm. The term $cd^2$ is 1.3\%, 2.3\% and 4.1\% at these fields. At 7 V/nm the first-order correction therefore overshoots, giving 1751 K against 1776 K, and terms beyond it are needed.

\subsection{The replacement electron}

In linear transport at uniform temperature, conduction at energy $E$ is weighted by $\sigma(E)(-df/dE)$, where $\sigma(E)$ is the energy-resolved conductivity. The mean energy carried is
\begin{equation}
\varepsilon_r=\frac{\int E\,\sigma(E)(-df/dE)\,dE}{\int\sigma(E)(-df/dE)\,dE}.
\end{equation}
Near the Fermi level let $\sigma=\sigma_0(1+gE)$. Integration by parts gives
\begin{equation}
\int\mathrm e^{sE}\left(-\frac{df}{dE}\right)dE=s\int\mathrm e^{sE}f\,dE
=\frac{\pi kTs}{\sin(\pi kTs)}=1+\frac{(\pi kTs)^2}{6}+\cdots .
\end{equation}
The coefficient of $s^2/2$ is the second moment $\pi^2(kT)^2/3$, and the first moment vanishes. Hence
\begin{equation}
\varepsilon_r=\frac{\pi^2(kT)^2g}{3}.
\end{equation}
For an assumed $g=\pm0.5$ eV$^{-1}$ and $kT=0.1103$ eV, this is $\pm0.020$ eV. Heating now changes to cooling where $\bar E=\varepsilon_r$. In the wave calculation that temperature moves by $+52$ K for positive $g$ and $-48$ K for negative $g$. The condition $kT=d/2$ still marks the zero of $\bar E$ in the exponential model, but no longer the thermal balance.

\subsection{Beside a real emitter}

Rhenium is a refractory metal with a melting point of roughly 3500 K, so the calculated inversion lies well inside its solid range. Fields of a few V/nm are typical of field emission from metals. The free-electron band leaves out the $d$ bands and surface states of rhenium, and their effect on the tunnelling distribution has not been sized. Space charge is also omitted, as is surface diffusion, which can reshape a hot tip under a strong field well below the melting point.

A real tip is curved. For a conducting sphere of radius $R$, the field falls as $R^2/(R+z)^2$, which integrates to $Fz/(1+z/R)$. The attraction to its image integrates to $Q/[z(1+z/2R)]$. For radial motion without angular momentum, these terms replace those of the plane in the one-dimensional equation. With $R=100$ nm the inversion moves by $-17$ K. Crystal faces also differ in work function: at fixed field, changes of $-0.3$ and $+0.3$ eV move it by $+40$ and $-36$ K.

The local field matters more. The wave calculation gives inversion at 753 K for 3 V/nm and 1776 K for 7 V/nm, an average change of about 256 K per V/nm. At 7 V/nm the current density at inversion is about $8\times10^6$ A/cm$^2$, a hundred times that at 5 V/nm, so the omitted space charge and resistive heating are less safely ignored there. A 10\% error in a field of 5 V/nm therefore moves the result by roughly 130 K. For an emitter run near 1250 K at a field close to 5 V/nm, the sign of the Nottingham term cannot be assigned without knowing the local field to better than that. The shape of the surface potential can move the inversion by a further 50 to 90 K. The replacement energy moves it by about 50 K for the assumed $g=\pm0.5$ eV$^{-1}$. That value corresponds to a thermopower $\varepsilon_r/eT$ of about 15 $\mu$V/K in size and is not a rhenium value; for a given metal it should be set from the thermopower measured near the inversion temperature. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Work function (rough, Re-like)      4.9 eV
Band depth (assumed)                10.0 eV
Local field                         5.0 V/nm
Apex radius                         100 nm
Melting point (rough)               3500 K
Barrier top above Fermi level       2.217 eV
WKB exponent at Fermi level         9.452
WKB transmission at Fermi level     7.857e-05
Wave transmission at Fermi level    7.153e-05
Decay energy, bare WKB              0.2100 eV
Decay energy d, wave equation       0.2205 eV
Prefactor slope, wave minus WKB     -0.2278 eV^-1
Prefactor slope, zero-field theory  -0.1882 eV^-1
Prefactor slope, wave at 1 V/nm     -0.1942 eV^-1
WKB traversal time                  1.567 fs
kT at inversion, d/2                0.1103 eV
Energy spread (std) at inversion    0.3464 eV
Inversion T, law d/(2k)             1279.5 K
Law T / rough melting point         0.366
Curvature c                         0.4800 eV^-2
Inversion T, curvature-corrected    1249.7 K
Inversion T, wave equation          1253.4 K
Inversion T, full WKB barrier       1198.0 K
Shift on refining wave mesh         +0.005 K
Shift from apex curvature           -16.6 K
Assumed conductivity slope, +/-     0.5 eV^-1
Replacement energy at law T, +/-    0.0200 eV
Balance shift, slope positive       +52.3 K
Balance shift, slope negative       -47.6 K
Shift, work function -0.3 eV        +40.4 K
Shift, work function +0.3 eV        -36.2 K
WKB test at 1 V/nm: law T           251.97 K
  curvature shift predicted         -1.065 K
  curvature shift found             -1.039 K
T = 300 K: kT = 0.02585 eV, kT/d = 0.1172
  mean energy, law                  -0.2105 eV
  mean energy, wave equation        -0.1974 eV
  current density, law              5.758e+04 A/cm2
  Nottingham heat flux, law         +12.119 kW/cm2
T = 900 K: kT = 0.07756 eV, kT/d = 0.3517
  mean energy, law                  -0.1225 eV
  mean energy, wave equation        -0.1085 eV
  current density, law              6.961e+04 A/cm2
  Nottingham heat flux, law         +8.529 kW/cm2
T = 1500 K: kT = 0.12926 eV, kT/d = 0.5861
  mean energy, law                  +0.1127 eV
  mean energy, wave equation        +0.1113 eV
  current density, law              1.076e+05 A/cm2
  Nottingham heat flux, law         -12.120 kW/cm2
At 3 V/nm: d = 0.1313 eV, law T = 762.1 K
  inversion T, wave equation        752.7 K
At 7 V/nm: d = 0.3147 eV, law T = 1826.1 K
  inversion T, wave equation        1775.6 K
\end{verbatim}
